**Real p orbitals and the eigenstates of Lz**

The program tests that $p_x$ and $p_y$ are eigenfunctions of $L_z^2$ but not of $L_z$, and that their current $\mathbf j=\mathrm{Im}(\psi^*\nabla\psi)$ vanishes. The case is hydrogen 2p with a fixed nucleus and no spin; $p_{\pm1}$ are the states with $L_z=\pm1$ in units of $\hbar$. Symbolic derivatives, evaluated at sample points, confirm the operator relations, and Fourier analysis of the sampled orbitals gives the probabilities of $L_z$ and $L_x$. Finite-difference gradients and quadrature are asserted to agree with the derived current, half-plane crossing rate and kinetic energies. The output shows $L_z=\pm1$ with probability 0.5 each for $p_x$ and $p_y$, and $\hbar$ times the crossing rate equal to 0 for both, against 0.5414 eV for $p_{+1}$. For the perturbation $k(x^2-y^2)+\beta L_z$, diagonalization within 2p is asserted to match the derived energies and mean values of $L_z$, including the limits $k=0$ and $\beta=0$. With $k=0.001$ eV/Å$^2$ and $\beta=0.001$ eV, the top state has weight 0.9792 on $p_x$ and mean $L_z$ of 0.2852.

## Program and output

```python
"""
Result under test: the real orbitals px and py are eigenfunctions of Lz^2
but not of Lz. Measuring Lz gives +1 or -1 with probability 1/2 each, and
the probability current j = Im(psi* grad psi) vanishes.
Case: hydrogen 2p, fixed point nucleus, nonrelativistic, no spin.
Symbols (atomic units): r distance from nucleus, rho distance from z axis,
phi azimuth, p_plus and p_minus the states with Lz = +1 and -1,
k strength of a potential k(x^2-y^2), beta strength of a term beta*Lz.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10   # angstrom

# ---------- operator algebra by symbolic differentiation ----------
x, y, z = sp.symbols("x y z", real=True)
r_sym = sp.sqrt(x**2 + y**2 + z**2)
f_sym = sp.exp(-r_sym / 2)


def Lx(g):
    return -sp.I * (y * sp.diff(g, z) - z * sp.diff(g, y))


def Ly(g):
    return -sp.I * (z * sp.diff(g, x) - x * sp.diff(g, z))


def Lz(g):
    return -sp.I * (x * sp.diff(g, y) - y * sp.diff(g, x))


def vanishes(expr):
    """Evaluate an exact derivative expression at generic points."""
    points = [(0.3, -0.7, 1.1), (1.9, 0.4, -0.6), (-0.8, 2.3, 0.5)]
    return all(abs(complex(expr.subs({x: a, y: b, z: c}).evalf())) < 1e-11
               for a, b, c in points)


sx, sy, sz = x * f_sym, y * f_sym, z * f_sym
assert vanishes(Lz(sx) - sp.I * sy)
assert vanishes(Lz(sy) + sp.I * sx)
assert vanishes(Lz(Lz(sx)) - sx) and vanishes(Lz(Lz(sy)) - sy)
assert vanishes(Lx(sx)) and vanishes(Ly(sy))
for g in (sx, sy):
    assert vanishes(Lx(Lx(g)) + Ly(Ly(g)) + Lz(Lz(g)) - 2 * g)
    laplacian = sum(sp.diff(g, q, 2) for q in (x, y, z))
    assert vanishes(-laplacian / 2 - g / r_sym + g / 8)
s_plus = -(sx + sp.I * sy) / sp.sqrt(2)
s_minus = (sx - sp.I * sy) / sp.sqrt(2)
assert vanishes(Lx(s_plus) - sp.I * Ly(s_plus) - sp.sqrt(2) * sz)
assert vanishes(Lx(sz) - sp.I * Ly(sz) - sp.sqrt(2) * s_minus)

# ---------- quadrature grid in spherical coordinates ----------
r_nodes, r_w = np.polynomial.laguerre.laggauss(24)
r_w = r_w * np.exp(r_nodes)
u_nodes, u_w = np.polynomial.legendre.leggauss(12)
N_PHI = 16
phi_nodes = 0.1 + 2 * np.pi * np.arange(N_PHI) / N_PHI
R, U, PHI = np.meshgrid(r_nodes, u_nodes, phi_nodes, indexing="ij")
SIN = np.sqrt(1 - U**2)
RHO = R * SIN
X, Y, Z = RHO * np.cos(PHI), RHO * np.sin(PHI), R * U
W_RU = r_w[:, None, None] * u_w[None, :, None]
VOLUME = W_RU * R**2 * 2 * np.pi / N_PHI


def integrate(values):
    return np.sum(values * VOLUME)


# ---------- orbitals as functions of Cartesian coordinates ----------
def radial(a, b, c):
    return np.exp(-np.sqrt(a*a + b*b + c*c) / 2) / np.sqrt(32 * np.pi)


def px(a, b, c):
    return a * radial(a, b, c)


def py(a, b, c):
    return b * radial(a, b, c)


def pz(a, b, c):
    return c * radial(a, b, c)


def p_plus(a, b, c):
    return -(px(a, b, c) + 1j * py(a, b, c)) / np.sqrt(2)


def p_minus(a, b, c):
    return (px(a, b, c) - 1j * py(a, b, c)) / np.sqrt(2)


def combine(c_plus, c_minus):
    return lambda a, b, c: (c_plus * p_plus(a, b, c)
                            + c_minus * p_minus(a, b, c))


def dxy(a, b, c):
    return a * b * radial(a, b, c)


px_from_m = combine(-1 / np.sqrt(2), 1 / np.sqrt(2))
py_from_m = combine(1j / np.sqrt(2), 1j / np.sqrt(2))
assert np.allclose(px_from_m(X, Y, Z), px(X, Y, Z), atol=1e-14)
assert np.allclose(py_from_m(X, Y, Z), py(X, Y, Z), atol=1e-14)
for orbital in (px, py, pz, p_plus, p_minus):
    assert abs(integrate(abs(orbital(X, Y, Z))**2) - 1) < 1e-10


# ---------- measurement probabilities by Fourier analysis ----------
def probabilities(psi, axis, m_values=(-1, 0, 1)):
    """Weights of exp(i m angle) around the chosen axis."""
    values = psi(X, Y, Z) if axis == "z" else psi(Z, X, Y)
    total = integrate(abs(values)**2)
    result = []
    for m in m_values:
        c_m = np.mean(values * np.exp(-1j * m * PHI), axis=2, keepdims=True)
        result.append(integrate(abs(c_m)**2 * np.ones_like(R)) / total)
    return np.array(result)


named = {"px": px, "py": py, "p(+1)": p_plus, "p(-1)": p_minus}
prob_z = {name: probabilities(g, "z") for name, g in named.items()}
prob_x = {name: probabilities(g, "x") for name, g in named.items()}
mixture_x = (prob_x["p(+1)"] + prob_x["p(-1)"]) / 2
mixture_z = (prob_z["p(+1)"] + prob_z["p(-1)"]) / 2
assert np.allclose(prob_z["px"], [0.5, 0, 0.5], atol=1e-10)
assert np.allclose(prob_z["py"], [0.5, 0, 0.5], atol=1e-10)
assert np.allclose(prob_z["p(+1)"], [0, 0, 1], atol=1e-10)
assert np.allclose(prob_z["p(-1)"], [1, 0, 0], atol=1e-10)
assert np.allclose(prob_x["px"], [0, 1, 0], atol=1e-10)
assert np.allclose(mixture_x, [0.25, 0.5, 0.25], atol=1e-10)
assert np.allclose(mixture_z, prob_z["px"], atol=1e-10)
prob_d = probabilities(dxy, "z", (-2, -1, 0, 1, 2))
assert np.allclose(prob_d, [0.5, 0, 0, 0, 0.5], atol=1e-10)
m_list = np.array([-1, 0, 1])
mean_lz = prob_z["px"] @ m_list
spread_lz = np.sqrt(prob_z["px"] @ m_list**2 - mean_lz**2)


# ---------- current from finite-difference gradients ----------
def gradient(psi, h=1e-4):
    return [(psi(X + h, Y, Z) - psi(X - h, Y, Z)) / (2 * h),
            (psi(X, Y + h, Z) - psi(X, Y - h, Z)) / (2 * h),
            (psi(X, Y, Z + h) - psi(X, Y, Z - h)) / (2 * h)]


def current(psi):
    """Components along rho, phi and z."""
    value = np.conj(psi(X, Y, Z))
    jx, jy, jz = [np.imag(value * g) for g in gradient(psi)]
    return (X*jx + Y*jy) / RHO, (X*jy - Y*jx) / RHO, jz


def crossing_rate(psi):
    """Flow through the half-plane at each grid azimuth."""
    return np.sum(current(psi)[1] * W_RU * R / SIN, axis=(0, 1))


c_plus, c_minus = 0.6, 0.8 * np.exp(0.7j)
for cp, cm in ((c_plus, c_minus), (-1/np.sqrt(2), 1/np.sqrt(2)), (1, 0)):
    j_rho, j_phi, j_z = current(combine(cp, cm))
    law = (abs(cp)**2 - abs(cm)**2) * RHO * np.exp(-R) / (64 * np.pi)
    assert np.max(abs(j_phi - law)) < 1e-9
    assert np.max(abs(j_rho)) < 1e-9 and np.max(abs(j_z)) < 1e-9
rate = {"px": crossing_rate(px_from_m), "py": crossing_rate(py_from_m),
        "p(+1)": crossing_rate(p_plus), "p(-1)": crossing_rate(p_minus)}
assert np.allclose(rate["p(+1)"], 1 / (16 * np.pi), atol=1e-7)
assert np.allclose(rate["p(-1)"], -1 / (16 * np.pi), atol=1e-7)
assert np.max(abs(rate["px"])) < 1e-9 and np.max(abs(rate["py"])) < 1e-9


# ---------- kinetic energy: total, azimuthal part, flow part ----------
def kinetic_parts(psi):
    gx, gy, gz = gradient(psi)
    total = integrate(abs(gx)**2 + abs(gy)**2 + abs(gz)**2) / 2
    azimuthal = integrate(abs((X*gy - Y*gx) / RHO)**2) / 2
    j_squared = sum(j**2 for j in current(psi))
    flow = integrate(j_squared / abs(psi(X, Y, Z))**2) / 2
    return np.array([total, azimuthal, flow])


kin_px, kin_plus = kinetic_parts(px_from_m), kinetic_parts(p_plus)
assert np.allclose(kin_px, [1/8, 1/16, 0], atol=1e-6)
assert np.allclose(kin_plus, [1/8, 1/16, 1/16], atol=1e-6)

# ---------- perturbation k(x^2-y^2) + beta*Lz inside the 2p level ----------
basis = [px, py, pz]
values = [g(X, Y, Z) for g in basis]
lz_values = []
for g in basis:
    gx, gy, _ = gradient(g)
    lz_values.append(-1j * (X*gy - Y*gx))
lz_matrix = np.array([[integrate(a * b) for b in lz_values] for a in values])
quad_matrix = np.array([[integrate(a * (X**2 - Y**2) * b) for b in values]
                        for a in values])
assert np.allclose(quad_matrix, np.diag([12, -12, 0]), atol=1e-8)
lz_matrix = (lz_matrix + lz_matrix.conj().T) / 2


def split_level(k_ev, beta_ev):
    """k in eV/angstrom^2, beta in eV; energies in eV, means of Lz."""
    h = k_ev * BOHR**2 * quad_matrix + beta_ev * lz_matrix
    energies, vectors = np.linalg.eigh(h)
    means = np.real(np.diag(vectors.conj().T @ lz_matrix @ vectors))
    return energies, means, vectors


K_EV, BETA_EV = 0.001, 0.001
delta_ev = 12 * K_EV * BOHR**2
for k_ev, beta_ev in ((K_EV, BETA_EV), (K_EV, 0.0), (0.0, BETA_EV)):
    e, m_mean, v = split_level(k_ev, beta_ev)
    root = np.hypot(12 * k_ev * BOHR**2, beta_ev)
    assert np.allclose(e, [-root, 0, root], atol=1e-9)
    assert np.allclose(m_mean, np.array([-1, 0, 1]) * beta_ev / root,
                       atol=1e-6)
    if beta_ev == 0.0:
        assert abs(v[0, 2]) > 1 - 1e-9 and abs(v[1, 0]) > 1 - 1e-9
energies, lz_means, vectors = split_level(K_EV, BETA_EV)


def upper_state(a, b, c):
    return sum(vectors[i, 2] * g(a, b, c) for i, g in enumerate(basis))


rate_upper = crossing_rate(upper_state)
assert np.allclose(rate_upper, lz_means[2] / (16 * np.pi), atol=1e-7)
weights_upper = abs(vectors[:, 2])**2
prob_upper = probabilities(upper_state, "z")
assert abs(prob_upper @ m_list - lz_means[2]) < 1e-6


# ---------- output ----------
def show(value, digits=4):
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


def row(numbers, digits=4):
    return "  ".join(show(v, digits) for v in numbers)


print("Hydrogen 2p, fixed nucleus, nonrelativistic, no spin")
print("Hartree energy (eV):", show(HARTREE))
print("Bohr radius (angstrom):", show(BOHR, 5))
print("2p energy (eV):", show(-HARTREE / 8))
print("Probabilities of Lz = -1, 0, +1 (no unit)")
for name in named:
    print(f"  {name}:", row(prob_z[name]))
print("px: mean of Lz, spread of Lz (hbar):", row([mean_lz, spread_lz]))
print("Probabilities of Lx = -1, 0, +1 (no unit)")
for name in named:
    print(f"  {name}:", row(prob_x[name]))
print("  even mixture of p(+1), p(-1):", row(mixture_x))
print("dxy: probabilities of Lz = -2..2:", row(prob_d))
print("Density on the circle z = 0, rho (angstrom) =", show(2 * BOHR))
for degrees in (0, 45, 90):
    t = np.radians(degrees)
    point = (2 * np.cos(t), 2 * np.sin(t), 0.0)
    dens = [abs(g(*point))**2 / BOHR**3 for g in (px, py, p_plus)]
    print(f"  phi = {degrees} deg: px, py, p(+1) (1/angstrom^3):",
          row(dens, 5))
print("hbar * half-plane crossing rate (eV)")
for name in rate:
    print(f"  {name}:", show(np.mean(rate[name]) * HARTREE))
print("Kinetic energy: total, azimuthal part, flow part (eV)")
print("  px:", row(kin_px * HARTREE))
print("  p(+1):", row(kin_plus * HARTREE))
print("Perturbed level: k (eV/angstrom^2), beta (eV):",
      row([K_EV, BETA_EV]))
print("  delta = 12 k a0^2 (eV):", show(delta_ev, 6))
print("  energy shifts (eV):", row(energies, 6))
print("  mean Lz of the three states (hbar):", row(lz_means))
print("  top state: weights of px, py, pz:", row(weights_upper))
print("  top state: P(Lz = -1, 0, +1):", row(prob_upper))
print("  top state: hbar * crossing rate, without A term (eV):",
      show(np.mean(rate_upper) * HARTREE))
print("OK")
```

Output:

```
Hydrogen 2p, fixed nucleus, nonrelativistic, no spin
Hartree energy (eV): 27.2114
Bohr radius (angstrom): 0.52918
2p energy (eV): -3.4014
Probabilities of Lz = -1, 0, +1 (no unit)
  px: 0.5000  0.0000  0.5000
  py: 0.5000  0.0000  0.5000
  p(+1): 0.0000  0.0000  1.0000
  p(-1): 1.0000  0.0000  0.0000
px: mean of Lz, spread of Lz (hbar): 0.0000  1.0000
Probabilities of Lx = -1, 0, +1 (no unit)
  px: 0.0000  1.0000  0.0000
  py: 0.5000  0.0000  0.5000
  p(+1): 0.2500  0.5000  0.2500
  p(-1): 0.2500  0.5000  0.2500
  even mixture of p(+1), p(-1): 0.2500  0.5000  0.2500
dxy: probabilities of Lz = -2..2: 0.5000  0.0000  0.0000  0.0000  0.5000
Density on the circle z = 0, rho (angstrom) = 1.0584
  phi = 0 deg: px, py, p(+1) (1/angstrom^3): 0.03634  0.00000  0.01817
  phi = 45 deg: px, py, p(+1) (1/angstrom^3): 0.01817  0.01817  0.01817
  phi = 90 deg: px, py, p(+1) (1/angstrom^3): 0.00000  0.03634  0.01817
hbar * half-plane crossing rate (eV)
  px: 0.0000
  py: 0.0000
  p(+1): 0.5414
  p(-1): -0.5414
Kinetic energy: total, azimuthal part, flow part (eV)
  px: 3.4014  1.7007  0.0000
  p(+1): 3.4014  1.7007  1.7007
Perturbed level: k (eV/angstrom^2), beta (eV): 0.0010  0.0010
  delta = 12 k a0^2 (eV): 0.003360
  energy shifts (eV): -0.003506  0.000000  0.003506
  mean Lz of the three states (hbar): -0.2852  0.0000  0.2852
  top state: weights of px, py, pz: 0.9792  0.0208  0.0000
  top state: P(Lz = -1, 0, +1): 0.3574  0.0000  0.6426
  top state: hbar * crossing rate, without A term (eV): 0.1544
OK
```
